# Bloch and des Cloizeaux effective Hamiltonians from two exact eigenpairs: a program that tests the result

```python
"""
Result under test: two exact eigenpairs of a Hermitian 4x4 matrix H define
  Bloch matrix          HB = C E C^-1
  des Cloizeaux matrix  HD = Ct E Ct^dagger,  Ct = C S^(-1/2),  S = C^dagger C
with equal eigenvalues and HD = M^(1/2) HB M^(-1/2), M = (C C^dagger)^-1.
C: components of the two eigenvectors in the model space (first two basis
states); D: their outer components; E: diagonal matrix of the two energies;
X = D C^-1: outer part of the wave operator. Energies are in eV.
"""
import numpy as np
from scipy.constants import e as elementary_charge
from scipy.linalg import solve_sylvester


def hermitian_power(matrix, power):
    values, vectors = np.linalg.eigh(matrix)
    return (vectors * values**power) @ vectors.conj().T


def from_eigenpairs(H):
    """Effective matrices built from the two lowest eigenpairs."""
    energies, vectors = np.linalg.eigh(H)
    vectors = vectors[:, :2].copy()
    for k in range(2):  # phase choice: component k of vector k is positive
        vectors[:, k] *= np.conj(vectors[k, k]) / abs(vectors[k, k])
    C, D = vectors[:2], vectors[2:]
    E = np.diag(energies[:2])
    S = C.conj().T @ C
    Ct = C @ hermitian_power(S, -0.5)
    HB = C @ E @ np.linalg.inv(C)
    HD = Ct @ E @ Ct.conj().T
    return energies, C, D, S, Ct, HB, HD


def from_wave_operator_equation(H):
    """Bloch matrix by iteration for X, without any eigenvector."""
    X = np.zeros((2, 2), dtype=H.dtype)
    for _ in range(300):
        HB = H[:2, :2] + H[:2, 2:] @ X
        X = solve_sylvester(H[2:, 2:], -HB, -H[2:, :2])
    HB = H[:2, :2] + H[:2, 2:] @ X
    residual = H[2:, :2] + H[2:, 2:] @ X - X @ HB
    assert np.max(abs(residual)) < 1e-11
    return X, HB


def from_contour(H, center=-0.1, radius=1.2, points=240):
    """Both matrices from resolvent integrals around the target energies."""
    projector = np.zeros((4, 4), dtype=complex)
    weighted = np.zeros((4, 4), dtype=complex)
    for angle in 2 * np.pi * (np.arange(points) + 0.5) / points:
        step = radius * np.exp(1j * angle)
        z = center + step
        term = step * np.linalg.inv(z * np.eye(4) - H) / points
        projector += term
        weighted += z * term
    assert abs(np.trace(projector) - 2) < 1e-10
    A, B = projector[:2, :2], weighted[:2, :2]
    A, B = (A + A.conj().T) / 2, (B + B.conj().T) / 2
    root = hermitian_power(A, -0.5)
    return B @ np.linalg.inv(A), root @ B @ root


H_model = np.array([[0.0, 0.1, 0.8, 0.3],
                    [0.1, 0.4, 0.7, -0.5],
                    [0.8, 0.7, 2.0, 0.2],
                    [0.3, -0.5, 0.2, 3.0]])
imaginary = np.zeros((4, 4))
imaginary[0, 1], imaginary[0, 3], imaginary[1, 2] = 0.1, 0.2, -0.2
H_complex = H_model + 1j * (imaginary - imaginary.T)

# Eigenpair construction against two roads that use no eigenvectors of H
for H in (H_model, H_complex):
    energies, C, D, S, Ct, HB, HD = from_eigenpairs(H)
    X, HB_iter = from_wave_operator_equation(H)
    HB_contour, HD_contour = from_contour(H)
    M = np.eye(2) + X.conj().T @ X
    HD_similar = (hermitian_power(M, 0.5) @ HB_iter
                  @ hermitian_power(M, -0.5))
    assert np.allclose(HB, HB_iter, atol=1e-10)
    assert np.allclose(HB, HB_contour, atol=1e-10)
    assert np.allclose(HD, HD_contour, atol=1e-10)
    assert np.allclose(HD, HD_similar, atol=1e-10)
    assert np.allclose(M, np.linalg.inv(C @ C.conj().T), atol=1e-10)
    assert np.allclose(Ct, hermitian_power(M, 0.5) @ C, atol=1e-10)
    assert np.allclose(np.sort(np.linalg.eigvals(HB_iter).real),
                       energies[:2], atol=1e-10)
    assert np.allclose(np.linalg.eigvalsh(HD_contour),
                       energies[:2], atol=1e-10)
    assert np.max(abs(HB - HB.conj().T)) > 1e-3

# Orthogonal projections with nonzero X: the two matrices must coincide
V = np.array([[4, -2, -2, 1], [2, 4, -1, -2],
              [2, -1, 4, -2], [1, 2, 2, 4]]) / 5
assert np.allclose(V.T @ V, np.eye(4))
H_special = V @ np.diag([0.0, 1.0, 4.0, 6.0]) @ V.T
X_special, HB_special = from_wave_operator_equation(H_special)
HD_special = from_eigenpairs(H_special)[-1]
assert np.max(abs(X_special)) > 0.1
assert np.allclose(HB_special, HB_special.T, atol=1e-10)
assert np.allclose(HB_special, HD_special, atol=1e-10)

# Real worked example
energies, C, D, S, Ct, HB, HD = from_eigenpairs(H_model)
X, HB_iter = from_wave_operator_equation(H_model)
M = np.eye(2) + X.T @ X
gap = energies[1] - energies[0]
s, det_C = S[0, 1], np.linalg.det(C)
asymmetry = HB_iter[0, 1] - HB_iter[1, 0]
assert abs(asymmetry - gap * s / det_C) < 1e-10
average_energies = np.linalg.eigvalsh((HB_iter + HB_iter.T) / 2)
average_gap = average_energies[1] - average_energies[0]
assert abs(average_gap - gap * np.sqrt(1 + (s / det_C)**2)) < 1e-10

root_det_M = np.sqrt(np.linalg.det(M))
root_divisor = np.sqrt(np.trace(M) + 2 * root_det_M)
root_M = (M + root_det_M * np.eye(2)) / root_divisor
assert np.allclose(root_M, hermitian_power(M, 0.5), atol=1e-12)

# Minimum distance from C, by a scan of all rotations and reflections
sigma = np.linalg.svd(C, compute_uv=False)
distance_sym = np.sum((C - Ct)**2)
assert abs(distance_sym - np.sum((sigma - 1)**2)) < 1e-12
angles = np.linspace(0, 2 * np.pi, 20001)
cosine, sine = np.cos(angles), np.sin(angles)
rotations = np.array([[cosine, -sine], [sine, cosine]]).transpose(2, 0, 1)
reflections = rotations @ np.diag([1.0, -1.0])
candidates = np.concatenate([rotations, reflections])
distances = np.sum((candidates - C)**2, axis=(1, 2))
best = np.argmin(distances)
# grid spacing 3.1e-4 rad limits the agreement of the scan
assert -1e-12 < distances[best] - distance_sym < 1e-6
assert np.max(abs(candidates[best] - Ct)) < 5e-4

# Gram-Schmidt, starting from the projection of the lowest eigenvector
first = C[:, 0] / np.linalg.norm(C[:, 0])
second = C[:, 1] - first * (first @ C[:, 1])
second /= np.linalg.norm(second)
U_gs = np.column_stack([first, second])
H_gs = U_gs @ np.diag(energies[:2]) @ U_gs.T
distance_gs = np.sum((C - U_gs)**2)
assert distance_gs > distance_sym + 1e-6
assert np.max(abs(H_gs - HD)) > 1e-3


def show(label, values, unit):
    for i, row in enumerate(np.atleast_2d(values), 1):
        tag = f" row {i}" if np.ndim(values) == 2 else ""
        print(f"{label}{tag} [{unit}]:",
              " ".join(f"{value:.6f}" for value in row))


show("H", H_model, "eV")
show("all eigenvalues of H", energies, "eV")
show("target energies", energies[:2] * elementary_charge * 1e19, "1e-19 J")
show("bare model-block eigenvalues",
     np.linalg.eigvalsh(H_model[:2, :2]), "eV")
show("C", C, "1")
show("D", D, "1")
show("S", S, "1")
show("det C", det_C, "1")
show("X", X, "1")
show("M", M, "1")
show("sqrt(det M)", root_det_M, "1")
show("sqrt(tr M + 2 sqrt(det M))", root_divisor, "1")
show("M^(1/2)", root_M, "1")
show("M^(-1/2)", np.linalg.inv(root_M), "1")
show("S^(-1/2)", hermitian_power(S, -0.5), "1")
show("orthogonalized C", Ct, "1")
show("Bloch", HB, "eV")
show("des Cloizeaux", HD, "eV")
show("eigenvalues of Bloch",
     np.sort(np.linalg.eigvals(HB_iter).real), "eV")
show("eigenvalues of des Cloizeaux", np.linalg.eigvalsh(HD), "eV")
show("Bloch 12 minus 21", asymmetry, "eV")
show("exact splitting", gap, "eV")
show("averaged-Bloch eigenvalues", average_energies, "eV")
show("averaged-Bloch splitting", average_gap, "eV")
show("singular values of C", sigma, "1")
show("squared distance, symmetric", distance_sym, "1")
show("squared distance, Gram-Schmidt", distance_gs, "1")
show("Gram-Schmidt matrix", H_gs, "eV")
show("special case X", X_special, "1")
show("special case Bloch", HB_special, "eV")
print("PASS")
```

Printed output:

```
H row 1 [eV]: 0.000000 0.100000 0.800000 0.300000
H row 2 [eV]: 0.100000 0.400000 0.700000 -0.500000
H row 3 [eV]: 0.800000 0.700000 2.000000 0.200000
H row 4 [eV]: 0.300000 -0.500000 0.200000 3.000000
all eigenvalues of H [eV]: -0.317784 0.082570 2.490213 3.145001
target energies [1e-19 J]: -0.509147 0.132292
bare model-block eigenvalues [eV]: -0.023607 0.423607
C row 1 [1]: 0.898946 -0.311212
C row 2 [1]: 0.223835 0.902118
D row 1 [1]: -0.375730 -0.220534
D row 2 [1]: -0.024902 0.201729
S row 1 [1]: 0.858207 -0.077838
S row 2 [1]: -0.077838 0.910670
det C [1]: 0.880616
X row 1 [1]: -0.328849 -0.357909
X row 2 [1]: -0.076786 0.197127
M row 1 [1]: 1.114038 0.102561
M row 2 [1]: 0.102561 1.166958
sqrt(det M) [1]: 1.135569
sqrt(tr M + 2 sqrt(det M)) [1]: 2.133573
M^(1/2) row 1 [1]: 1.054385 0.048070
M^(1/2) row 2 [1]: 0.048070 1.079188
M^(-1/2) row 1 [1]: 0.950350 -0.042331
M^(-1/2) row 2 [1]: -0.042331 0.928508
S^(-1/2) row 1 [1]: 1.082641 0.047045
S^(-1/2) row 2 [1]: 0.047045 1.050932
orthogonalized C row 1 [1]: 0.958595 -0.284772
orthogonalized C row 2 [1]: 0.284772 0.958595
Bloch row 1 [eV]: -0.286115 -0.127189
Bloch row 2 [eV]: -0.091801 0.050900
des Cloizeaux row 1 [eV]: -0.285318 -0.109289
des Cloizeaux row 2 [eV]: -0.109289 0.050103
eigenvalues of Bloch [eV]: -0.317784 0.082570
eigenvalues of des Cloizeaux [eV]: -0.317784 0.082570
Bloch 12 minus 21 [eV]: -0.035387
exact splitting [eV]: 0.400354
averaged-Bloch eigenvalues [eV]: -0.318565 0.083350
averaged-Bloch splitting [eV]: 0.401915
singular values of C [1]: 0.983147 0.895712
squared distance, symmetric [1]: 0.011160
squared distance, Gram-Schmidt [1]: 0.014919
Gram-Schmidt matrix row 1 [eV]: -0.294412 -0.093867
Gram-Schmidt matrix row 2 [eV]: -0.093867 0.059197
special case X row 1 [1]: 0.500000 0.000000
special case X row 2 [1]: 0.000000 0.500000
special case Bloch row 1 [eV]: 0.200000 -0.400000
special case Bloch row 2 [eV]: -0.400000 0.800000
PASS
```
